# Number fluctuations in explicit tau-leaping of adsorption and desorption

## Problem

A surface cell holds $n$ adsorbed molecules. Molecules arrive at the constant rate $a$ (in s$^{-1}$, for the whole cell), and each adsorbed molecule leaves independently at the rate $k$. Write $m=a/k$. A kinetic Monte Carlo code replaces the individual events by explicit tau-leaps of length $\tau$:

$$n' = n + A - D ,\qquad A\sim\mathrm{Poisson}(a\tau),\qquad D\sim\mathrm{Poisson}(k\tau n),$$

where $A$ and $D$ are independent once $n$ is given. The desorption rate is held at its initial value $kn$ during the leap. With $x=k\tau$, the two Poisson means are $xm$ and $xn$.

(a) Find the stationary mean and variance of the exact process.

(b) Show that, if negative populations are ignored, tau-leaping with $0<x<2$ keeps the stationary mean exact and multiplies the stationary variance by $1/(1-k\tau/2)$.

(c) A leap can make $n$ negative, and a Poisson number with a negative mean does not exist. Continue the rule to $n<0$ by letting $D$ be minus a Poisson number of mean $x|n|$. Find the true mean and variance, and bound the error of the formula in (b).

(d) Explain the inflation physically, and say what happens at $x\ge 2$.

(e) Evaluate the result for CH$_4$ physisorbed on graphite at 80 K, with a gas at 300 K and $3\times10^{-6}$ Torr, a cell of 100 nm × 100 nm and $\tau=150$ µs. Take a desorption energy of 0.15 eV and a prefactor of $10^{13}$ s$^{-1}$.

## Hints

1. For (a), no probability flows below $n=0$. What does this imply for the net flow between $n$ and $n+1$?
2. For (b), find the mean and variance of $n'$ at fixed $n$ first. Then use the law of total variance: the variance of $n'$ is the mean of the conditional variance plus the variance of the conditional mean.
3. For (c), the variance of the continued $D$ is $x|n|$, not $xn$. Express $E|n|$ through $E[n]$ and $\nu=E[\max(-n,0)]$. For the bound, use $E|n|\le\sqrt{E[n^2]}$.
4. For (d), compare two quantities over one interval $\tau$, in the leap and in the exact process: the fresh noise, and the fraction of the old variance that is removed.

## Solution

### (a) The exact process

In the stationary state the probability of the set $\{0,\dots,n\}$ is constant. It changes only through steps between $n$ and $n+1$, so these balance:

$$a\,p(n)=k(n+1)\,p(n+1)\quad\Rightarrow\quad p(n+1)=\frac{m}{n+1}\,p(n).$$

Repeated use and normalization give $p(n)=e^{-m}m^n/n!$, a Poisson law. Its factorial moments are

$$E[n]=\sum_{n\ge1}e^{-m}\frac{m^n}{(n-1)!}=m,\qquad E[n(n-1)]=\sum_{n\ge2}e^{-m}\frac{m^n}{(n-2)!}=m^2 .$$

The variance is therefore $E[n(n-1)]+E[n]-E[n]^2=m^2+m-m^2=m$.

### (b) The moments of the leap

A Poisson number has equal mean and variance. For $n\ge0$, since $A$ and $D$ are independent at fixed $n$,

$$E[n'|n]=n+xm-xn=m+(1-x)(n-m),\qquad \mathrm{Var}[n'|n]=xm+xn .$$

The variances add although $D$ is subtracted, because $\mathrm{Var}(-D)=\mathrm{Var}(D)$.

Ignoring negative populations means using these two expressions for every $n$ that occurs. Let $M$ and $V$ be the mean and variance before a leap, and $M'$ and $V'$ those after it. Averaging the conditional mean gives

$$M'-m=(1-x)(M-m).$$

In the stationary state $M'=M$, hence $x(M-m)=0$ and $M=m$. The mean is exact because the desorption rate is linear in $n$: the average of the frozen rate is the rate at the average population.

The conditional mean has variance $(1-x)^2V$, since $m$ is a constant. The law of total variance gives

$$V'=(1-x)^2V+xm+xM .$$

Setting $V'=V$ and $M=m$,

$$V\,[1-(1-x)^2]=2xm,\qquad 1-(1-x)^2=2x-x^2=x(2-x),$$

$$V=\frac{2xm}{x(2-x)}=\frac{m}{1-x/2}=\frac{m}{1-k\tau/2}.$$

The exact variance is $m$, so the factor is the one stated. For $x\ll1$ it is $1+x/2$ to first order, and it tends to one as $\tau\to0$.

This is a result about closed moment equations. No random process on the integers obeys them for all $n$: at $n<-m$ the conditional variance $x(m+n)$ would be negative, and such $n$ can be reached, because $D$ has no upper limit.

### (c) Counting the negative populations

For $n<0$ the continued rule has $D=-B$ with $B\sim\mathrm{Poisson}(x|n|)$. Then $E[D|n]=-x|n|=xn$, as before, but $\mathrm{Var}[D|n]=x|n|$. For either sign of $n$,

$$E[n'|n]=m+(1-x)(n-m),\qquad \mathrm{Var}[n'|n]=x(m+|n|).$$

**Existence of the stationary moments.** The mean square after a leap is the squared conditional mean plus the conditional variance:

$$E[n'^2|n]=(1-x)^2n^2+2x(1-x)mn+x^2m^2+xm+x|n| .$$

Subtracting $n^2$ leaves $-x(2-x)n^2$ plus terms that grow at most like $|n|$. For $0<x<2$ there are thus constants $c>0$ and $C$ with

$$E[n'^2-n^2\,|\,n]\le C-cn^2 .$$

Sum this over $J$ leaps from a fixed start $n_0$. Since the final mean square is not negative, the time average of $E[n^2]$ is at most $(C+n_0^2/J)/c$. The time-averaged distributions therefore cannot escape to infinity, and a limit of them is a stationary law with finite $E[n^2]$. It is unique, because every integer can be reached from every other: a positive $n$ can go anywhere in one leap, and a non-positive $n$ can first jump to a positive value.

**Mean and variance.** The conditional mean is unchanged, so $M=m$ holds exactly for this rule. The variance equation becomes

$$V=(1-x)^2V+x\,(m+E|n|).$$

From $|n|=n+2\max(-n,0)$ follows $E|n|=m+2\nu$. Hence $x(2-x)V=2x(m+\nu)$, and

$$V=\frac{m+\nu}{1-x/2},\qquad \nu=E[\max(-n,0)]\ge0 .$$

The formula of (b) is the limit of small $\nu/m$. This ratio is also its relative error, measured against the formula itself.

**Bound.** Because $E|n|\le\sqrt{E[n^2]}=\sqrt{m^2+V}$ and $\sqrt{m^2+V}\le m+V/(2m)$,

$$m+2\nu\le m+\frac{V}{2m}\quad\Rightarrow\quad \nu\le\frac{V}{4m}=\frac{m+\nu}{4m(1-x/2)} .$$

Multiply by $4m(1-x/2)$ and collect the terms in $\nu$. If $4m(1-x/2)>1$,

$$\frac{\nu}{m}\le\frac{1}{4m(1-x/2)-1}.$$

At fixed $x<2$ the error vanishes for large populations. The bound is large near $x=2$ and for cells holding a few molecules, where $\nu$ is itself appreciable: for $m=2$, $x=1$ it gives $\nu\le0.667$ against the actual 0.170. For large $m$ at moderate $x$ the bound is small, but it exceeds the actual $\nu$ by many orders of magnitude.

### (d) Where the extra variance comes from

The exact process can also be viewed at intervals $\tau$. A molecule present at the start survives with probability $e^{-x}$, so a deviation from the mean shrinks by $e^{-x}$ and the old variance by $e^{-2x}$. Since the stationary variance stays at $m$, the fresh noise must be $m(1-e^{-2x})$. To second order in $x$ the comparison is:

- fresh noise: $2xm$ in the leap, with $\nu$ neglected, and $2xm-2x^2m$ in the exact process;
- fraction of variance removed: $2x-x^2$ in the leap, and $2x-2x^2$ in the exact process.

The leap makes too much noise, by a relative amount $x$ to leading order. It also damps too strongly, by a relative amount $x/2$, which cancels half of the excess. The net inflation is $x/2$, in agreement with (b). The noise is too large because the leap takes no notice of what happens during it. After several early departures fewer molecules remain to leave, but the leap goes on drawing departures at the old rate: at $n=m$ their variance is $xm$ instead of $me^{-x}(1-e^{-x})$, an excess of $\tfrac32x^2m$. Arrivals that leave again within the interval are also ignored: their variance is $xm$ instead of $m(1-e^{-x})$, an excess of $\tfrac12x^2m$. If each initial molecule is allowed to leave only once, $D\sim\mathrm{Binomial}(n,x)$ with $x\le1$, the fresh noise becomes $xm+x(1-x)m=x(2-x)m$ and the stationary variance is exactly $m$. The net inflation thus comes from the Poisson draw of departures.

The time correlation changes as well. From the conditional mean, the covariance of $n'$ and $n$ is $(1-x)V$, so the correlation over one leap is $1-x$ instead of $e^{-x}$. For $1<x<2$ it is negative: an excess is followed, on average, by a deficit.

At $x\ge2$ the continued rule of (c) has no stationary law with finite variance. (The rules of Variation 1 behave differently: a population thrown below zero is reset or refilled by arrivals alone, and the fluctuations stay bounded, though large.) Suppose such a law existed for the continued rule. It would have to satisfy $x(2-x)V=2x(m+\nu)$, whose left side is zero or negative while its right side is positive. At $x=2$, with a start at $n=m$, the mean stays at $m$ and each leap gives

$$V'=V+4m+4\nu_j ,$$

where $\nu_j$ is the value of $\nu$ before that leap. For $m=40$ the variance after five leaps is 804.6. Of this, $5\times4\times40=800$ comes from the term $4m$, and the remaining 4.6 from negative populations.

### (e) CH$_4$ on graphite

The flux from a gas at pressure $P$ and temperature $T_g$ is $P/\sqrt{2\pi M_{\rm mol}k_BT_g}$, where $M_{\rm mol}=2.664\times10^{-26}$ kg is the molecular mass. It equals 15.19 nm$^{-2}$ s$^{-1}$. If every molecule that hits the surface sticks,

$$a=15.19\times100^2=1.519\times10^5\ \mathrm{s^{-1}} .$$

The desorption rate is $k=10^{13}\,\mathrm{s^{-1}}\exp[-0.15\,\mathrm{eV}/(k_BT)]=3551.5$ s$^{-1}$ at 80 K, a mean lifetime of 281.6 µs. Hence

$$m=\frac{1.519\times10^5}{3551.5}=42.77,\qquad x=\frac{150}{281.6}=0.533 .$$

The digits serve to check the algebra; the rough input does not fix the real population so closely. Nor does it fix $x$: at the same $\tau$, a desorption energy of 0.16 eV gives $x=0.125$ and $m=182$, while 0.14 eV gives $x=2.27$ and $m=10.0$, beyond the limit $x=2$. The inflation found below belongs to the assumed 0.15 eV. The variance balance reads

$$V=\frac{2xm}{x(2-x)}=\frac{45.57}{0.7817}=58.30=1.363\,m .$$

The standard deviation is 7.64 instead of 6.54. The exact process would make fresh noise of $42.77\,(1-0.587^2)=28.0$ per interval and remove the fraction 0.655 of the variance. The correlation over one leap is 0.467 instead of 0.587.

A direct simulation of 200 000 independent cells, started empty and followed for 45 leaps, gave a mean of $42.760\pm0.017$ and a variance of $58.30\pm0.19$ (one standard error).

The stationary law was also computed from the full matrix of transition probabilities, for several leaps at fixed $a$ and $k$:

| $\tau$ (µs) | $x$ | $V/m$ | $1/(1-x/2)$ | $\nu$ |
|---|---|---|---|---|
| 15 | 0.053 | 1.0274 | 1.0274 | below $10^{-12}$ |
| 50 | 0.178 | 1.0974 | 1.0974 | below $10^{-12}$ |
| 150 | 0.533 | 1.3631 | 1.3631 | $6.3\times10^{-10}$ |
| 300 | 1.066 | 2.1401 | 2.1401 | $2.2\times10^{-5}$ |
| 450 | 1.598 | 4.9792 | 4.9775 | $1.5\times10^{-2}$ |

The mean is 42.771 in every row. In the last row negative populations become visible: $\nu/m=3.4\times10^{-4}$ accounts for the difference between the third and fourth columns. At 150 µs the bound of (c) guarantees $\nu/m\le0.0080$; the actual ratio is far smaller.

Whether the inflation matters depends on the use. If pairs form at a rate proportional to $n(n-1)$, its average is $V+m^2-m$ instead of $m^2$. Here the excess is $58.30-42.77=15.5$ on $m^2=1829$, or 0.8 %. The relative excess is $(V-m)/m^2$, which at fixed $x$ grows as $1/m$ when the cell is made smaller, as long as $\nu/m$ is negligible, and faster once it is not.

**The model and the real surface.** The example describes a weakly held molecular layer at low temperature, not methane at the temperatures of chemical vapour deposition. The desorption energy and prefactor are rough typical values.

- *Temperature.* One kelvin more raises $k$ by 31 %. With $\tau$ held at 150 µs, the inflation factor then rises from 1.36 to 1.53.
- *Sticking.* A sticking probability below one lowers $a$ and $m$ in proportion. It leaves the factor unchanged as long as $\nu$ is negligible.
- *Site blocking.* With one site per 0.157 nm$^2$, the coverage is 0.07 %. The model gives all molecules the same $k$; at so low a coverage this requires a surface with few steps and defects that bind more strongly.
- *Attraction.* For a Lennard-Jones pair potential with a well of 0.013 eV and a diameter of 0.37 nm (rough values), the two-dimensional second virial coefficient is $B=-0.716$ nm$^2$. For an equilibrium layer of density $\rho$, the leading correction to the ratio of variance to mean is the factor $1/(1+2B\rho)$, an increase of 0.6 %.
- *Diffusion.* A hopping barrier of 0.01 eV, an attempt rate of $10^{12}$ s$^{-1}$ and hops of 0.25 nm, all rough, give a diffusion length $\sqrt{D_s/k}$ of about 1000 nm before desorption, where $D_s$ is the surface diffusion coefficient. This is ten times the cell side, and the root-mean-square displacement is twice as large. The barrier is only about $1.5\,k_BT$, so the hopping estimate fixes the order of magnitude only. The cell must therefore be read as a periodic simulation cell. In an open patch of the same size molecules would also cross the edges, and the correlation in time would not be $e^{-k\tau}$.

## Variation 1: other treatments of negative populations

*Two other rules are (i) no desorption while $n<0$, and (ii) resetting a negative result to zero. Do they keep the mean exact for $0<x<2$?*

Both rules have a stationary law with finite mean. For $n>0$, $E[n'^2-n^2|n]$ is bounded as in (c), since a reset can only lower $n'^2$. For $n<0$ under rule (i) it equals $-2xm|n|+x^2m^2+xm$. In all cases it is at most $C-c|n|$, with suitable constants, and the averaging argument of (c) applies with $|n|$ in place of $n^2$.

(i) In the stationary state arrivals balance departures: $xm=xE[\max(n,0)]$. Since $n=\max(n,0)-\max(-n,0)$,

$$E[n]=m-\nu ,$$

with $\nu$ taken in the stationary law of this rule. The mean is too low.

(ii) Let $\delta$ be the mean number of molecules added per leap by the reset. Then $0=xm-xE[n]+\delta$, so

$$E[n]=m+\frac{\delta}{x},$$

which is too high. For a small cell with $m=2$ and $x=1$ the stationary laws give:

| rule for negative $n$ | mean | variance |
|---|---|---|
| continued, as in (c) | 2.000 | 4.340 |
| no desorption | 1.784 | 4.477 |
| reset to zero | 2.160 | 3.099 |

The exact process has mean and variance 2, and the formula of (b) gives a variance of 4. Under the continued rule $\nu=0.170$, and $(2+0.170)/(1-1/2)=4.340$, as in the table. Under rule (i) $\nu=0.216$, and under rule (ii) $\delta=0.160$; both reproduce the means shown. Of the three rules, the reset has the variance nearest to 2 in this case, at the price of a mean that is 8 % too high.

## Variation 2: choosing the leap, or removing its error

*Which leap gives a relative variance error $\varepsilon$? Is there a leap of any length without error?*

With $\nu$ neglected, set $1/(1-x/2)=1+\varepsilon$. Then $x/2=1-1/(1+\varepsilon)=\varepsilon/(1+\varepsilon)$, and

$$\tau=\frac{1}{k}\,\frac{2\varepsilon}{1+\varepsilon}.$$

For $\varepsilon=0.05$ this gives $x=0.0952$ and $\tau=0.0952\times281.6=26.8$ µs in the example. The rule holds for the stationary state with constant arrival, first-order desorption and a fixed $k$, and only while $\nu/m$ is small against $\varepsilon$. At $x=0.0952$ the continued rule of (c) gives an error of 5.0 % for $m=5$, 6.0 % for $m=1$ and 9.8 % for $m=0.05$. It gives no guarantee while the temperature, and with it $k$, is changing.

An exact leap follows from treating each molecule separately. Each of the $n\ge0$ initial molecules survives with probability $e^{-x}$, independently of the others. A molecule that arrives a time $s$ before the end survives with probability $e^{-ks}$. Independent selection from Poisson arrivals leaves a Poisson number, here with mean

$$a\int_0^\tau e^{-ks}\,ds=\frac{a}{k}\,(1-e^{-k\tau})=m(1-e^{-x}).$$

Therefore

$$n'=\mathrm{Binomial}(n,e^{-x})+\mathrm{Poisson}\big(m(1-e^{-x})\big),$$

with independent terms. The population cannot become negative. If $n$ is Poisson with mean $m$, the survivors are Poisson with mean $me^{-x}$, and adding the second term restores the mean $m$. The exact stationary law is thus preserved for every $\tau$. The construction relies on molecules that desorb independently; if $k$ depends on the coverage, the survival probabilities are coupled and this leap is no longer exact.

The numerical output below lists the main values used here.

## Table of computed values

```
CH4 on graphite, rough typical parameters
desorption energy        0.15 eV
prefactor                1e+13 1/s
surface temperature      80 K
gas temperature          300 K
pressure                 3e-06 Torr
cell side                100 nm
CH4 mass                 2.6640e-26 kg
flux                     15.190 1/(nm2 s)
adsorption rate a        1.5190e+05 1/s
desorption rate k        3551.5 1/s
mean lifetime 1/k        281.6 us
mean number m = a/k      42.771
exact process: mean      42.771
exact process: variance  42.771
tau/us  k*tau   mean    variance  var/m   1/(1-k*tau/2)  nu
   15  0.0533  42.771    43.941  1.0274  1.0274  <1e-12
   50  0.1776  42.771    46.939  1.0974  1.0974  <1e-12
  150  0.5327  42.771    58.300  1.3631  1.3631  6.3e-10
  300  1.0655  42.771    91.534  2.1401  2.1401  2.2e-05
  450  1.5982  42.771   212.964  4.9792  4.9775  1.5e-02
main leap: tau = 150 us
standard deviation exact 6.540
standard deviation leap  7.635
noise per leap 2*x*m     45.571
fraction removed x(2-x)  0.7817
lag-one correlation leap 0.4673
lag-one, exact exp(-x)   0.5870
upper bound on nu/m      0.0080
simulated mean           42.760 +- 0.017
simulated variance       58.30 +- 0.19
k*tau for 5 % error      0.0952
tau for 5 % error        26.8 us
x = 2, m = 40: variance after 5 leaps 804.6
small cell: m = 2, k*tau = 1
variance without nu      4.0000
odd     mean 2.0000 variance 4.3398 nu 0.1699 (bound 0.6667)
frozen  mean 1.7837 variance 4.4767 nu 0.2163
reset   mean 2.1603 variance 3.0988 delta 0.1603
neglected effects (rough inputs)
site area                0.1572 nm2
coverage (site blocking) 0.067 %
pair well and diameter   0.013 eV, 0.37 nm
2D second virial coeff.  -0.716 nm2
variance/mean change     0.62 %
k change for +1 K        30.8 %
inflation at +1 K        1.5348
hop: 0.01 eV, 1e+12 1/s, 0.25 nm
diffusion length         1016 nm
cell mixing time L2/D    2.73 us
```
